# Golden-rule intersystem crossing: rotational invariance and the Marcus limit

## Result

A singlet S crosses to a triplet T through the spin-orbit operator \(H_{\rm so}\). With \(\hbar=1\), \(\theta=k_BT\), gap \(\Delta E=E_S-E_T\) between the lowest vibrational levels of the two states, and couplings \(V_a=\langle T_a|H_{\rm so}|S\rangle\) to the three sublevels, the rate is

\[
k=2\pi W\,F(\Delta E),\qquad W=\sum_a|V_a|^2,
\]
\[
F(\Delta E)=\sum_{v,v'}p_v\,|\langle v'|v\rangle|^2\,\delta(\Delta E+E_v-E_{v'}).
\]

Here \(v\) and \(v'\) are vibrational levels of S and T, each measured from its own zero-point level, and \(p_v\) is the thermal population. The sum \(W\) is the same for every choice of sublevels, spin axis and molecular orientation. For classical vibrations in displaced harmonic wells of equal frequencies, with reorganization energy \(\lambda\),

\[
k=\frac{2\pi W}{\sqrt{4\pi\lambda\theta}}\exp\!\left[-\frac{(\Delta E-\lambda)^2}{4\lambda\theta}\right].
\]

## 1. One initial level, one sublevel

Start in \(|S\rangle|v\rangle\). In the Condon approximation the electronic coupling does not depend on geometry, so the matrix element to \(|T_a\rangle|v'\rangle\) is \(V_a\langle v'|v\rangle\). Let \(x=E_{v'}-E_v-\Delta E\) be the final energy minus the initial one. First-order perturbation theory gives the amplitude and probability

\[
c(t)=-iV_a\langle v'|v\rangle\int_0^t e^{ixt'}dt',\qquad
|c(t)|^2=|V_a|^2|\langle v'|v\rangle|^2\,\frac{4\sin^2(xt/2)}{x^2}.
\]

The last factor is a peak of width about \(2\pi/t\) and area \(2\pi t\). If the final levels are dense and their weight varies little across the peak, it acts as \(2\pi t\,\delta(x)\). Dividing by \(t\) gives the rate

\[
k_{a,v}=2\pi|V_a|^2\sum_{v'}|\langle v'|v\rangle|^2\delta(\Delta E+E_v-E_{v'}).
\]

The time must be long enough for a narrow peak, yet well below \(2\pi\) divided by the level spacing. At longer times the discreteness of the levels shows; evenly spaced levels, for example, rephase. The coupling must also be weak: \(k\), and the shift of the initial level caused by the coupling, have to be small against the energy over which \(F\) varies. When the vibrations are slow, a single passage through the crossing of the two wells must also transfer little population. By the Landau–Zener formula, this needs \(2\pi W\) to be small against the speed at which the energy difference between the wells changes there.

## 2. Three sublevels

The sublevels are orthogonal final states, so their probabilities add without interference. If their splitting is negligible on the scale over which \(F\) varies, they share one vibrational factor. Averaging over \(v\) with \(p_v\) gives \(k=2\pi WF\). This describes a lasting decay if vibrational relaxation keeps the populations in S thermal while S empties, and if return from T is negligible. The return rate, given at the end of section 6, is not negligible when the gap is comparable to \(\theta\) or smaller. Without relaxation, the levels that cross fastest empty first and the decay slows down.

First-order theory supplies only the early slope of the decay, reached once the peak in \(x\) has become narrow. As a test, a level coupled to three quasi-continua was propagated without perturbation theory; its later decay rate was 1.001 times the golden-rule value.

**Change of sublevels.** Write \(W\) with the projector on the triplet:

\[
W=\sum_a\langle S|H_{\rm so}|T_a\rangle\langle T_a|H_{\rm so}|S\rangle
=\langle S|H_{\rm so}P_TH_{\rm so}|S\rangle,\qquad P_T=\sum_a|T_a\rangle\langle T_a|.
\]

For new sublevels \(|T'_m\rangle=\sum_a|T_a\rangle u_{am}\) with unitary \(u\),

\[
\sum_m|T'_m\rangle\langle T'_m|=\sum_{ab}|T_a\rangle\Big(\sum_m u_{am}u^*_{bm}\Big)\langle T_b|=P_T ,
\]

because the bracket is \(\delta_{ab}\). Choosing another quantization axis is such a change.

**Rotation of the spins alone.** Let \(U\) rotate all spins and leave the orbitals fixed. A singlet has zero total spin, so \(U|S\rangle=|S\rangle\). The triplet sublevels mix among themselves, so \(U^\dagger P_TU=P_T\). With \(H'=UH_{\rm so}U^\dagger\),

\[
W'=\langle S|UH_{\rm so}\,U^\dagger P_TU\,H_{\rm so}U^\dagger|S\rangle=W .
\]

**Rotation of the molecule.** Use Cartesian sublevels, which transform as a vector: \(U|T_b\rangle=\sum_a|T_a\rangle R_{ab}\), with \(R\) a real rotation matrix. Let \(O\) apply the same rotation to the orbitals. The turned molecule has states \(O|S\rangle\) and \(O|T_a\rangle\), with spin axes fixed in the laboratory. Spin-orbit coupling is a scalar under joint rotation of space and spin, so the turned molecule has \(H'=OU\,H_{\rm so}\,(OU)^\dagger\). Since \(RR^T=1\),

\[
O|T_a\rangle=\sum_bR_{ab}\,OU|T_b\rangle,\qquad O|S\rangle=OU|S\rangle,
\]
\[
V'_a=\langle T_a|O^\dagger H'O|S\rangle=\sum_bR_{ab}\langle T_b|H_{\rm so}|S\rangle=\sum_bR_{ab}V_b .
\]

The couplings turn as a vector, and \(R^TR=1\) leaves \(\sum_a|V_a|^2\) unchanged. The individual squares generally change, though not when the molecule is turned about the direction of a real coupling vector (up to a common phase).

### A coupling vector in formaldehyde

Take the one-electron operator (atomic units, \(\alpha\) the fine-structure constant)

\[
H_{\rm so}=\sum_i\mathbf h(i)\cdot\mathbf s(i),\qquad
\mathbf h=\frac{\alpha^2}{2}\sum_AZ_A\frac{\mathbf r_A\times\mathbf p}{r_A^3}.
\]

Let \(|0\rangle\) have \(\pi\) and \(n\) doubly filled and \(\pi^*\) empty. Denote \(\pi^*\) by a star and the Pauli matrices by \(\sigma^a\). The states are

\[
|S\rangle=\tfrac1{\sqrt2}\sum_\mu a^\dagger_{*\mu}a_{n\mu}|0\rangle,\qquad
|T_a\rangle=\tfrac1{\sqrt2}\sum_{\mu\nu}\sigma^a_{\mu\nu}a^\dagger_{*\mu}a_{\pi\nu}|0\rangle ,
\]

an \(n\pi^*\) singlet and a \(\pi\pi^*\) triplet. To connect them, \(H_{\rm so}\) must move an electron from \(\pi\) to \(n\); the relevant part is \(\sum_b h^b_{n\pi}\sum_{\sigma\tau}\tfrac12\sigma^b_{\sigma\tau}a^\dagger_{n\sigma}a_{\pi\tau}\). Moving \(a_{\pi\tau}\) to the right costs two sign changes, and moving \(a^\dagger_{n\sigma}\) past \(a^\dagger_{*\mu}\) costs one:

\[
a^\dagger_{n\sigma}a_{\pi\tau}a^\dagger_{*\mu}a_{n\mu}|0\rangle
=-a^\dagger_{*\mu}a^\dagger_{n\sigma}a_{n\mu}a_{\pi\tau}|0\rangle
=-\delta_{\sigma\mu}a^\dagger_{*\mu}a_{\pi\tau}|0\rangle .
\]

The last step holds because \(n\) is full: only the spin just removed can be put back. Summing gives \(-\tfrac12\sum_bh^b_{n\pi}|T_b\rangle\), hence

\[
V_a=-\tfrac12\langle n|h_a|\pi\rangle .
\]

Put the molecule in the \(yz\) plane with C–O along \(z\). Then \(\pi\) is odd in \(x\) and \(n\) is odd in \(y\). Of the components of \(\mathbf h\), only \(h_z\) is odd in both, so only \(V_z\) survives.

With RHF/6-31G* orbitals at the chosen geometry (C–O 1.21 angstrom, C–H 1.10 angstrom), \(|V_z|=0.00744\) eV. Solving the rotated molecule afresh gives 0.00570, 0.00449 and 0.00164 eV for the three magnitudes. Both sets give \(W=5.54\times10^{-5}\) eV².

For a spin axis \(\mathbf n=(0.6,0,0.8)\) and the molecule unrotated, the \(m=0\) sublevel is the Cartesian one along \(\mathbf n\), with coupling \(0.8\times0.00744=0.00595\) eV. The \(m=\pm1\) sublevels share the perpendicular part equally: \(0.6\times0.00744/\sqrt2=0.00316\) eV each. The squares again add to the same \(W\).

These values illustrate the invariance and do not predict a rate. They are not converged in the basis: triple-zeta sets give \(|V_z|\approx0.0078\) eV, about 5 percent larger, and a \(W\) about 10 percent larger. They omit orbital relaxation, configuration mixing and the two-electron screening of the spin-orbit term; in a mean-field treatment this screening lowers \(|V_z|\) to about 0.0047 eV in 6-31G*. The coupling also depends on geometry, rising by about 8 percent when C–O is stretched to 1.32 angstrom, so the Condon approximation is only approximate here. Finally, at this geometry the \(\pi\pi^*\) triplet lies about 1.9 eV above the \(n\pi^*\) singlet (vertical EOM-CCSD/6-31G*), so the pair is not a downhill channel there.

## 3. One displaced vibration

Now evaluate \(F\). Writing the delta function as a time integral gives

\[
F=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\Delta Et}G(t),\qquad
G(t)=\mathrm{Tr}\big[\rho\,e^{iH_St}e^{-iH_Tt}\big],
\]

with \(\rho\) the thermal density matrix of S. Assume harmonic wells of equal frequency \(\omega\), displaced from each other. Without zero-point energies,

\[
H_S=\omega b^\dagger b,\qquad H_T=\omega(b^\dagger+g)(b+g),\qquad S=g^2,\qquad\lambda=S\omega .
\]

From here \(S\) in formulas is the Huang–Rhys factor. The energy \(\lambda\) is the mean of \(H_T\) in the ground level of \(H_S\).

Let \(D(\gamma)=e^{\gamma b^\dagger-\gamma^*b}\), for which \(D^\dagger(\gamma)bD(\gamma)=b+\gamma\). Then \(H_T=D^\dagger(g)H_SD(g)\). Since \(b^\dagger\) evolves under \(H_S\) as \(b^\dagger e^{i\omega t}\),

\[
e^{iH_St}e^{-iH_Tt}=D(-ge^{i\omega t})D(g)=e^{-iS\sin\omega t}D(\gamma),\qquad\gamma=g(1-e^{i\omega t}).
\]

The phase comes from \(D(\alpha)D(\beta)=D(\alpha+\beta)e^{(\alpha\beta^*-\alpha^*\beta)/2}\).

The thermal average of \(D\) follows from \(f(\gamma,\eta)=\langle e^{\gamma b^\dagger}e^{-\eta b}\rangle\). Use \(\rho b^\dagger=e^{-\omega/\theta}b^\dagger\rho\), the cyclic trace, and \(e^{-\eta b}b^\dagger=(b^\dagger-\eta)e^{-\eta b}\):

\[
\partial_\gamma f=e^{-\omega/\theta}(\partial_\gamma f-\eta f)
\;\Rightarrow\;\partial_\gamma f=-\eta\bar n f,\qquad\bar n=\frac1{e^{\omega/\theta}-1}.
\]

As \(f(0,\eta)=1\), \(f=e^{-\gamma\eta\bar n}\). Setting \(\eta=\gamma^*\) and using \(D=e^{-|\gamma|^2/2}e^{\gamma b^\dagger}e^{-\gamma^*b}\) gives \(\langle D\rangle=e^{-|\gamma|^2(\bar n+1/2)}\). With \(|\gamma|^2=2S(1-\cos\omega t)\),

\[
G(t)=\exp\{-S[(2\bar n+1)(1-\cos\omega t)+i\sin\omega t]\}.
\]

Franck–Condon factors obtained by diagonalization reproduce this function in a direct test.

**Cold limit.** For \(\bar n=0\), \(G=e^{-S}\exp(Se^{-i\omega t})\). Expanding the outer exponential and integrating,

\[
F=e^{-S}\sum_m\frac{S^m}{m!}\,\delta(\Delta E-m\omega).
\]

The gap must be paid into whole quanta of T, which confirms the sign of \(\Delta E\). It also exposes a difficulty: one mode gives a comb of lines. A rate needs a continuum of final levels. Averaging \(F\) over the line spacing gives a density that can be compared with a smooth formula, but it does not make a molecule with one isolated mode decay.

## 4. Many vibrations and the Marcus limit

Independent modes multiply their \(G\), so the exponents add and \(\lambda=\sum_jS_j\omega_j\). For \(\theta\gg\omega_j\), \(2\bar n_j+1\approx2\theta/\omega_j\). If \(G\) decays before the modes move far, \(1-\cos\omega_jt\approx\omega_j^2t^2/2\) and \(\sin\omega_jt\approx\omega_jt\). Therefore

\[
\ln G\approx-\sum_jS_j\left[\frac{2\theta}{\omega_j}\frac{\omega_j^2t^2}{2}+i\omega_jt\right]=-\lambda\theta t^2-i\lambda t .
\]

With \(\delta=\Delta E-\lambda\), the Gaussian integral is

\[
F=\frac1{2\pi}\int dt\,e^{i\delta t-\lambda\theta t^2}
=\frac{1}{\sqrt{4\pi\lambda\theta}}\,e^{-\delta^2/4\lambda\theta}.
\]

This is the Marcus form. The activation energy \((\Delta E-\lambda)^2/4\lambda\) is the height of the crossing of the two parabolas above the S minimum. It vanishes at \(\Delta E=\lambda\) and rises again for larger gaps.

## 5. How high is high temperature?

Keep the next order in frequency. With \(2\bar n+1\approx2\theta/\omega+\omega/6\theta\), each mode adds to \(\ln G\)

\[
S\omega^3\left[\frac{\theta t^4}{12}+\frac{it^3}{6}-\frac{t^2}{12\theta}\right]
=\frac{S\omega^3}{12\theta}(\theta t^2+it)^2 .
\]

The three terms come from the quartic part of the cosine, the cubic part of the sine and the quantum part of \(2\bar n+1\). Define \(\langle\omega^2\rangle=\sum_jS_j\omega_j^3/\lambda\). To first order the Marcus integrand is multiplied by \(1+\lambda\langle\omega^2\rangle(\theta t^2+it)^2/12\theta\).

Complete the square with \(t=i\delta/(2\lambda\theta)+u\). The weight becomes \(e^{-\lambda\theta u^2}\), so \(\langle u^2\rangle=1/(2\lambda\theta)\) and \(\langle u^4\rangle=3/(4\lambda^2\theta^2)\). Substitution gives

\[
\theta t^2+it=Q+\frac{i\Delta E}{\lambda}u+\theta u^2,\qquad
Q=-\frac{\delta(\delta+2\lambda)}{4\lambda^2\theta}=\frac{\lambda^2-\Delta E^2}{4\lambda^2\theta}.
\]

Squaring and averaging, with odd powers of \(u\) dropping out, yields \(F\approx F_{\rm Marcus}(1+c)\), where

\[
c=\frac{\lambda\langle\omega^2\rangle}{12\theta}
\left[Q^2+\frac Q\lambda-\frac{\Delta E^2}{2\lambda^3\theta}+\frac3{4\lambda^2}\right].
\]

The Marcus form needs \(|c|\ll1\), with higher orders small too. Two limits show what this means.

- At fixed \(\Delta E\) and \(\lambda\), as \(\theta\to\infty\), the last term dominates and \(c\to\langle\omega^2\rangle/(16\lambda\theta)\), which vanishes.
- At \(\Delta E=\lambda\), \(Q=0\) and \(c=-\langle\omega^2\rangle/(24\theta^2)+\langle\omega^2\rangle/(16\lambda\theta)\). For \(\lambda>3\theta/2\) this is negative: quantum broadening lowers the peak.

For gaps above \(\lambda\) the \(Q^2\) term grows with the gap, as \((\lambda^2-\Delta E^2)^2\). When \(\lambda>3\theta/2\), \(c\) starts negative at \(\Delta E=\lambda\) and passes through zero before this term takes over (near \(\Delta E=0.7\) eV for \(\lambda=0.5\) eV at 300 K), so the error does not grow steadily with the gap. Beyond the sign change it rises quickly: a gap well above \(\lambda\) demands softer modes or a higher temperature than a gap near \(\lambda\).

## 6. A model rate

Take round parameters unrelated to formaldehyde: couplings 0.0002, 0.0003 and 0.0006 eV, \(\Delta E=0.20\) eV, \(\lambda=0.50\) eV and \(T=300\) K, so \(\theta=0.02585\) eV. Then

\[
W=(4+9+36)\times10^{-8}=4.9\times10^{-7}\ \text{eV}^2,\qquad
\frac{(0.20-0.50)^2}{4\times0.50}=0.045\ \text{eV},
\]
\[
F=\frac{e^{-0.045/0.02585}}{\sqrt{4\pi(0.50)(0.02585)}}=0.435\ \text{eV}^{-1}.
\]

Thus \(2\pi WF=1.34\times10^{-6}\) eV, and division by \(\hbar\) gives \(k=2.04\times10^9\) s⁻¹. This energy is tiny against the width \(\sqrt{2\lambda\theta}\approx0.16\) eV of \(F\). The passage condition of section 1 holds too: the typical speed of the energy difference is \(\sqrt{2\lambda\theta\langle\omega^2\rangle}\), and even for \(\langle\omega^2\rangle^{1/2}=0.007\) eV, the softest bath in the table below, \(2\pi W\) is only about 0.003 of it.

First test a single mode of 0.01 eV, with \(S=0.50/0.01=50\). Here \(Q=8.12\) eV⁻¹ and the bracket in \(c\) is \(66.0+16.2-6.2+3.0=79.0\) eV⁻², so \(c=0.0127\). The thermal Franck–Condon sum, averaged over one line spacing, is 1.0127 times the Marcus density.

For a true continuum use the Ohmic bath

\[
\sum_jS_j(\cdots)\to\int_0^\infty d\omega\,\frac{\lambda}{\omega_c\omega}e^{-\omega/\omega_c}(\cdots),\qquad\langle\omega^2\rangle=2\omega_c^2 .
\]

Its low-frequency part gives \(|G|\) a long-time decay factor \(e^{-\pi\lambda\theta t/\omega_c}\), up to a power of \(t\), from \(\int_0^\infty(1-\cos\omega t)\,d\omega/\omega^2=\pi t/2\). The time integral converges to a smooth \(F\), so the golden-rule expression is well defined. At 300 K:

| \(\omega_c\) (eV) | full / Marcus | \(1+c\) |
|---|---|---|
| 0.08 | 1.84 | 2.63 |
| 0.02 | 1.092 | 1.102 |
| 0.005 | 1.0063 | 1.0064 |

Marcus is too low here because the positive \(Q^2\) term dominates \(c\). At \(\omega_c=0.08\) eV the first correction overshoots and cannot replace the full integral. With \(\omega_c=0.02\) eV held fixed, the ratio falls from 1.62 at 150 K to 1.09 at 300 K and 1.003 at 1200 K.

**Sublevel splitting.** In the Marcus form, shifting a sublevel by \(d\) changes its rate by the relative amount \(d\,|\lambda-\Delta E|/(2\lambda\theta)\) to first order. For \(d=0.00002\) eV this is \(2.3\times10^{-4}\), even if that sublevel carries all the coupling. When the splitting matters, each \(|V_a|^2\) needs its own \(F\), and \(W\) alone no longer fixes the rate.

**The way back.** From T to S, the initial sublevels are averaged. If they are equally populated, \(W\) is replaced by \(W/3\). Equal frequencies give both wells the same partition function, and energy conservation sets \(E_{v'}=E_v+\Delta E\), so \(p_{v'}=p_ve^{-\Delta E/\theta}\). Hence

\[
k_{T\to S}=\tfrac13\,k_{S\to T}\,e^{-\Delta E/\theta}.
\]

For \(\omega_c=0.02\) eV at 300 K, the forward rate \(2.22\times10^9\) s⁻¹ gives \(3.23\times10^5\) s⁻¹ back. If spin relaxation is too slow to keep the sublevels equally populated, the return depends on the individual \(|V_a|^2\), and the invariance of their sum is not enough.

The complete set of values is in the numerical output below.

## Calculated quantities

```
A. Formaldehyde, RHF/6-31G*, nuclear one-electron spin-orbit term
C-O 1.21 angstrom, C-H 1.10 angstrom, H-C-H 116 degrees
|V_x|,|V_y|,|V_z| molecular frame (eV): 0.000000 0.000000 0.007440
|V_x|,|V_y|,|V_z| rotated molecule (eV): 0.005700 0.004494 0.001636
spin axis (0.6,0,0.8), |V| for m=-1,0,1 (eV): 0.003157 0.005952 0.003157
sum of squares, molecular frame (eV^2): 5.535640e-05
sum of squares, rotated molecule (eV^2): 5.535640e-05
sum of squares, tilted spin axis (eV^2): 5.535640e-05
propagated decay rate / golden rule: 1.0010
B. Model rate
couplings (eV): 0.0002 0.0003 0.0006
sum of squares W (eV^2): 4.900e-07
gap (eV): 0.20   lambda (eV): 0.50   T (K): 300
kT (eV): 0.02585
activation energy (eV): 0.0450
Marcus density F (1/eV): 0.43521
Marcus rate (1/s): 2.0357e+09
single mode 0.01 eV, Huang-Rhys factor: 50
single mode, Franck-Condon sum / Marcus: 1.01274
single mode, 1 + correction c: 1.01274
cutoff (eV), golden rule / Marcus, 1 + c, at 300 K
  0.0800  1.83983  2.63068
  0.0400  1.30429  1.40767
  0.0200  1.09164  1.10192
  0.0100  1.02468  1.02548
  0.0050  1.00632  1.00637
  0.0025  1.00159  1.00159
T (K), golden-rule rate (1/s), ratio to Marcus, at cutoff 0.02 eV
   150  8.2020e+08  1.62429
   300  2.2222e+09  1.09164
   600  3.4893e+09  1.01523
  1200  3.7669e+09  1.00307
reverse rate T to S at 300 K, cutoff 0.02 eV (1/s): 3.2345e+05
sublevel splitting (eV): 0.00002
largest relative change of rate from splitting: 2.32e-04
```
